# Doping-induced core-level shifts and the chemical potential

## 1. Definitions and conventions

The algebra uses atomic units, with $e=\hbar=m_e=1$; results are in eV and lengths in angstrom.

A photon of energy $h\nu$ removes a core electron from site $i$. Let $E_0$ be the ground-state energy before emission, and $E_{{\rm h},i}$ the lowest energy with the core hole and the same number of valence electrons. On the energy scale used for $E_0$, the photoelectron has energy $\varepsilon=h\nu+E_0-E_{{\rm h},i}$. The binding energy counted from the Fermi level is $h\nu-(\varepsilon-\mu)$, so

$$E_i=E_{{\rm h},i}-E_0+\mu. \tag{1}$$

The sample conducts and shares its Fermi level with the spectrometer, and charging is absent.

- $n_i$ is the number of valence electrons on site $i$, and $q_i=Z_i-n_i$ its charge, with $Z_i$ fixed. Losing an electron raises $q_i$.
- $K_i>0$ is the Coulomb integral between the core hole and a valence electron on the same site.
- $V_i=\sum_{j\ne i}q_j/r_{ij}$ is the potential of all other sites, donors included. A positive $V_i$ raises the binding energy.
- $\Delta$ is the change between two dopings.
- A spectator is a site that takes up no doped carriers, such as Sr when the carriers sit on Ti.

## 2. The four terms

Treat the hole as a static positive charge that couples to electron densities; exchange and multiplet splitting are left out. It adds to the valence Hamiltonian $H$ the operator

$$W_i=I_i+V_i^{\rm ion}-K_i\hat n_i-\sum_{j\ne i}\frac{\hat n_j}{r_{ij}} ,$$

where $I_i$ is a bare core energy, independent of doping, and $V_i^{\rm ion}=\sum_{j\neq i}Z_j/r_{ij}$. Its mean in the initial ground state $|0\rangle$, with $n_i=Z_i-q_i$, is

$$\langle W_i\rangle_0=(I_i-K_iZ_i)+K_iq_i+V_i. \tag{2}$$

The bracket is constant. Define the relaxation energy

$$R_i=\langle0|H+W_i|0\rangle-E_{{\rm h},i}\ \ge 0 .$$

It is non-negative because $|0\rangle$ is a trial state for $H+W_i$. Since $\langle 0|H|0\rangle=E_0$, we have $E_{{\rm h},i}-E_0=\langle W_i\rangle_0-R_i$. Inserting this and (2) into (1), and subtracting two dopings, gives

$$\boxed{\Delta E_i=\Delta\mu+K_i\Delta q_i+\Delta V_i-\Delta R_i} \tag{3}$$

These are the chemical-potential, valence, Madelung and screening terms.

**Relaxation as induced charge.** Switch the hole on through $H+\lambda W_i$, with ground energy $E(\lambda)$. Away from level crossings $dE/d\lambda=\langle W_i\rangle_\lambda$, and $E$ is continuous at a crossing. Hence $E_{{\rm h},i}-E_0=\int_0^1\langle W_i\rangle_\lambda\,d\lambda$. With $w_{ii}=K_i$ and $w_{ij}=1/r_{ij}$,

$$R_i=\int_0^1 d\lambda\sum_j w_{ij}\,[n_j(\lambda)-n_j(0)]. \tag{4}$$

If the response is linear, the bracket grows as $\lambda$, and $\int_0^1\lambda\,d\lambda=\tfrac12$. Then $R_i=\tfrac12\sum_jw_{ij}[n_j(1)-n_j(0)]$.

**The energy zero.** Add a constant $c$ to the potential everywhere. The hole energy rises by $c$, so $V_i\to V_i+c$. Each electron energy falls by $c$, so $\mu\to\mu-c$. Densities and $R_i$ do not change, and neither does $E_i$. Thus $\Delta\mu$ alone has no meaning until a zero of potential is fixed in both samples.

## 3. When a common shift measures $\Delta\mu$

For the anion O and the spectator cation A, write $r_i=K_i\Delta q_i+\Delta V_i-\Delta R_i$. The mean and difference of their shifts are

$$S=\Delta\mu+\tfrac12(r_{\rm O}+r_{\rm A}),\qquad D=r_{\rm O}-r_{\rm A}.$$

A common shift means $D=0$, which says that the remainders are equal, not that they vanish. The common shift measures $\Delta\mu$ under three conditions:

1. the valence charges of both spectators are fixed;
2. their relaxation energies are unchanged;
3. their potentials change equally, $\Delta V_{\rm O}=\Delta V_{\rm A}$.

Then $S=\Delta\mu+\Delta V_{\rm O}$, which is the change of chemical potential counted from the spectators' own potential. It is also the change counted from the mean potential of the crystal if $\Delta V_{\rm O}=0$ on that scale. Remainders may also cancel by accident, but equal shifts do not show that they have.

At an interface, band bending adds a potential $c$ in the probed layer while $\mu$ is held by the bulk. All core levels there shift by $c$. The common shift then gives $\mu$ relative to the local potential, not the bulk doping dependence.

## 4. A cluster where every term is known

Four metal sites form a slightly distorted square with sides of 3.8 to 4.1 Å, with hopping 2 eV, on-site repulsion 8 eV, $K=12$ eV and bare $1/r$ repulsion between sites. Each of four donors carries a quarter of the neutralizing charge and is displaced from a metal site by 1.95 Å along each of the three axes. The anion lies midway between two metal sites; the spectator cation lies 1.95 Å below the square. Neither holds carriers. The electron number $N$ goes from 2 to 4, and $\mu=[E(N+1)-E(N-1)]/2$ with the donors held fixed. In eV:

| Site | $\Delta\mu$ | $K\Delta q$ | $\Delta V$ | $-\Delta R$ | Total |
|---|---|---|---|---|---|
| anion | 3.366 | 0 | −3.621 | −0.125 | −0.380 |
| spectator | 3.366 | 0 | −2.929 | 0.000 | 0.438 |
| metal | 3.366 | −3.961 | −0.155 | −1.416 | −2.166 |

The totals come from differences of total energies, and the last three terms from densities and equation (4); $\Delta\mu$ is common to both sides. The sums of the terms and the totals were tested to agree within $10^{-5}$ eV.

The potential zero here is at infinity, and much of $\Delta\mu$ is cancelled by the potential. Counted from the mean spectator potential, $\Delta\mu$ is $3.366-\tfrac12(3.621+2.929)=0.091$ eV. For the lowest final states used in the table, the spectator shifts differ by 0.82 eV. Of this, 0.69 eV comes from unequal potentials, which fails condition 3, and the rest from relaxation, which fails condition 2. Neither shift measures the value 0.091 eV.

For the anion and metal holes at $N=4$, the two lowest states cross as the hole is switched on: the smallest gap met is below $10^{-10}$ eV. The lowest final state then has zero overlap with $|0\rangle$ to rounding. A sudden photoemission spectrum would not show it. For a visible line, $R_i$ in (3) must be replaced by $\langle0|H+W_i|0\rangle$ minus the energy of that line's final state, which need not be positive. Here the crossing is a change of total spin, from a triplet to a singlet. For the lowest visible line the totals are −0.165 eV at the anion and −0.114 eV at the metal, instead of −0.380 and −2.166 eV. The two spectator lines then differ by 0.60 eV: relaxation now reduces the 0.69 eV from the potentials by 0.09 eV.

**Centroid.** If the hole appears suddenly, final state $f$ has weight $|\langle f|0\rangle|^2$. Using $(H+W_i)|f\rangle=E_f|f\rangle$ and completeness,

$$\sum_f|\langle f|0\rangle|^2(E_f-E_0)=\langle0|H+W_i|0\rangle-E_0=\langle W_i\rangle_0. \tag{5}$$

The centroid, all satellites included, therefore contains no relaxation term. Condition 2 can be dropped for centroids, but not for a single line.

## 5. Madelung terms in a perovskite

Let $\phi(\mathbf d)$ be the potential, in units of $e^2/a$, at displacement $\mathbf d$ from a site of a simple cubic lattice of unit charges in a uniform neutralizing background, with zero mean. Lengths are in units of $a$. Split $1/r$ into ${\rm erfc}(\eta r)/r$ and the smooth ${\rm erf}(\eta r)/r$. The first part has cell mean $\int {\rm erfc}(\eta r)\,d^3r/r=\pi/\eta^2$, which is subtracted. The second has Fourier terms $(4\pi/G^2)e^{-G^2/4\eta^2}$ with $G\ne0$; for $\eta=0.8$ their sum is below $10^{-6}$. On a lattice site the charge's own smooth part, $2\eta/\sqrt\pi$, is removed. Thus

$$\phi(\mathbf d)\simeq\sum_{\mathbf n}{}'\frac{{\rm erfc}(\eta|\mathbf d+\mathbf n|)}{|\mathbf d+\mathbf n|}-\frac{\pi}{\eta^2}-\frac{2\eta}{\sqrt\pi}\delta_{\mathbf d,0}.$$

The values at the site itself, edge midpoint, face centre and body centre are $\phi_s=-2.8373$, $\phi_e=-0.0959$, $\phi_f=-0.5825$ and $\phi_b=-0.8019$.

Put B at the cube corners, A at the body centre and O at the edge midpoints. O is displaced from B by an edge vector, and from A and the other two O sublattices by face vectors. Hence, in $e^2/a$,

$$V_{\rm O}=q_A\phi_f+q_B\phi_e+q_O(\phi_s+2\phi_f),\quad V_{\rm A}=q_A\phi_s+q_B\phi_b+3q_O\phi_f. \tag{6}$$

**Strain.** For SrTiO$_3$ with formal charges $(2,4,-2)$ and $a=3.905$ Å, $e^2/a=3.6875$ eV. Equation (6) gives $V_{\rm O}=23.81$ eV and $V_{\rm Sr}=-19.87$ eV. Both scale as $1/a$, so an expansion of 0.1% shifts O by −0.024 eV and Sr by +0.020 eV. On this zero-mean scale the signs are opposite.

**La on Sr.** Each donor adds $+1$ on A, and its carrier, taken as spread evenly, adds $-1$ on B. Per unit $\Delta x$,

$$\Delta V_{\rm O}=\phi_f-\phi_e=-0.487,\qquad \Delta V_{\rm A}=\phi_s-\phi_b=-2.035 .$$

On the zero-mean scale the signs are the same, but the sizes differ. The signs depend on the choice of zero; the difference between O and Sr, 1.55 per unit $\Delta x$, does not. Sampling random donors gave −1.98 for the value at Sr, within the 5% allowed for sampling and finite cells.

**Nb on Ti.** Donor and carrier both change the B sublattice, by $+\Delta x$ and $-\Delta x$ per site on average. If the carriers are spread evenly, the mean potential changes at O and Sr are zero.

**Why the zero matters.** Build a finite crystal from neutral cubic cells. For one cell, expand its charge density at small $k$: $\hat\rho(k)\simeq-\tfrac{k^2}{6}\int\rho r^2d^3r$. Since $\hat V=4\pi\hat\rho/k^2$, the integral of its potential is $-\tfrac{2\pi}{3}\int\rho r^2d^3r$. In the La pattern, a cell with A at the centre and B charge shared among eight corners has $\int\rho r^2d^3r=-\tfrac34$. The interior potential is then raised by $\pi/2$, in $e^2/a$ per unit $\Delta x$. On this scale the La terms are $+1.08$ at O and $-0.46$ at Sr, now with opposite signs but the same difference. Another choice of cells, and hence of surface, gives another constant. It cancels against $\Delta\mu$ in (3).

## 6. Relaxation by doped carriers

Model the carriers as a uniform gas in a medium of electronic dielectric constant $\epsilon$. The hole's potential has Fourier transform $v(q)=4\pi/(\epsilon q^2)$. Let $P(q)$ be the density drawn in per unit attractive potential. The carriers feel the hole and their own induced charge, so

$$n_{\rm ind}=P(v-vn_{\rm ind})\ \Rightarrow\ n_{\rm ind}=\frac{vP}{1+vP}=1-\frac1{\epsilon_c},\qquad \epsilon_c=1+vP.$$

The factor one half of linear response gives

$$R=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,v\,n_{\rm ind}=\frac{1}{\pi\epsilon}\int_0^\infty\!dq\left[1-\frac1{\epsilon_c(q)}\right]. \tag{7}$$

For one parabolic band at zero temperature, first-order perturbation theory with two spins gives

$$P=4\int\!\frac{d^3k}{(2\pi)^3}\frac{f_k}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}
=\frac{m}{\pi^2q}\int_0^{k_F}\!k\ln\left|\frac{q+2k}{q-2k}\right|dk ,$$

as a principal value; the angular integral has been done with $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=(q^2+2\mathbf k\cdot\mathbf q)/2m$. Integrating by parts, with $u=q/2k_F$ and density of states $mk_F/\pi^2$, gives

$$P=\frac{mk_F}{\pi^2}F(u),\qquad F=\frac12+\frac{1-u^2}{4u}\ln\left|\frac{1+u}{1-u}\right|.$$

For several equal bands the densities of states add to $\mathcal N$, and $\epsilon_c=1+\kappa^2F/q^2$ with $\kappa^2=4\pi\mathcal N/\epsilon$. The Thomas–Fermi limit sets $F=1$. Then $\int_0^\infty\kappa^2dq/(q^2+\kappa^2)=\pi\kappa/2$, and $R=\kappa/2\epsilon$.

In this uniform model $R$ does not depend on where the hole sits, so $-\Delta R$ is a common shift that imitates $\Delta\mu$. On a real lattice O is nearer the carriers than Sr, and part of the term will appear in $D$.

## 7. Example: electron-doped SrTiO$_3$

The doping goes from $x=0.01$ to $0.05$ carriers per cell, or $1.68\times10^{20}$ to $8.40\times10^{20}$ cm$^{-3}$, at 300 K. Rough parameters are $\epsilon=5.2$ and hoppings $t=0.28$ eV, $t'=0.035$ eV. Each of three equivalent Ti $t_{2g}$ bands has two strong directions and one weak one:

$$\varepsilon=2t(2-\cos k_1-\cos k_2)+2t'(1-\cos k_3).$$

**Filling.** With three bands and two spins, $x=6\langle f\rangle$, where $f$ is the Fermi function averaged over the zone. The chemical potential rises from 0.004 to 0.072 eV above the band bottom, so the filling part is $\Delta\mu=0.068$ eV. At 30 K it would be 0.053 eV. Parabolic bands at 300 K would give 0.074 eV.

**Nb doping.** For the relaxation estimate the bands are replaced by isotropic ones with the same density of states at the bottom. Equation (7), taken with the zero-temperature $F$ although the filling is at 300 K, gives $R=0.276$ and $0.413$ eV, so $\Delta R=0.138$ eV. With only the filling part in $\Delta\mu$, and the band edge held fixed relative to the mean potential:

- threshold line: $0.068-0.138=-0.070$ eV;
- centroid including the carrier satellites: $0.068$ eV.

Both values are common to O and Sr in this uniform model, yet the threshold shift has the opposite sign to the filling part. Both assume that relaxation by the host's bound electrons is unchanged.

Two further limits matter. First, exchange and correlation between the carriers are left out. In the same uniform gas exchange alone lowers $\mu$ by $k_F/\pi\epsilon$, which changes $\Delta\mu$ by −0.074 eV at zero temperature. This is as large as the filling part, so the sign of the total $\Delta\mu$, and with it that of the centroid shift, is not settled either. Second, the ions are held fixed. If they follow the hole, $\epsilon$ must include their response; with $\epsilon=20$, equation (7) gives a $\Delta R$ of only about 0.02 eV.

The energy range used for this centroid must include the electron–hole tail of the line and reach well beyond the carrier plasmon energy. A uniform displacement $s$ of the carriers produces a field $4\pi ns/\epsilon$, so $\omega_p^2=4\pi n/(\epsilon m_c)$, where $1/m_c$ is the directional average of the inverse mass at the band bottom. This gives 0.19 and 0.42 eV.

The size of $\Delta R$ is uncertain. The Thomas–Fermi values, 0.75 and 0.98 eV, are more than twice those of (7). Their screening lengths $1/\kappa$, 1.8 and 1.4 Å, are far shorter than the carrier spacing, which is about 11 Å at $x=0.05$. Linear response also leaves out that the hole can bind a carrier. With the potential $-1/\epsilon r$ on the Ti lattice, a single carrier is bound by about 0.76 eV to a hole on O and 0.47 eV to one on Sr, more than the linear $R$. So 0.14 eV is only the linear-response value. In a real sample the size of $\Delta R$, its equality at O and Sr, and the sign of the net threshold shift are not settled.

**La doping.** With $\Delta x=0.04$, the Madelung terms are $-0.487\times0.04\times3.6875=-0.072$ eV at O and $-0.300$ eV at Sr. The difference is 0.228 eV, so condition 3 fails. These values hold for evenly spread carriers and fixed formal charges. Suppose instead that each carrier sits on the eight Ti nearest its La, at distance $\sqrt3a/2$. The potential $-2/\sqrt3$ that it makes at the La site is then not sampled by the remaining Sr sites. The Sr term becomes $-2.035+1.155=-0.880$ per unit $\Delta x$, and the difference falls to about 0.06 eV. Electronic polarization and covalent charge flow can change it further, even in sign.

**Carriers shared with oxygen.** Suppose 10% of the added carriers sit on O. The charge moved is 0.004 per cell, spread over three O sites. A free oxygen atom in restricted open-shell Hartree–Fock gives $K=30.1$ eV between 1s and 2p with all orbitals frozen; this also leaves out correlation and the crystal. The valence term is $-30.1\times0.004/3=-0.040$ eV. The Madelung term returns $+0.018$ eV at O and gives $-0.003$ eV at Sr. The net O shift is $-0.022$ eV, and $D=-0.019$ eV. With this frozen-orbital $K$ the O shift is about a third of the filling signal, but that overstates it. Added charge expands the other 2s and 2p electrons. In the same method, the potential of the valence electrons at the 1s shell changes by only about 18 eV from O$^+$ to O, and by 13 to 14 eV, depending on the basis, from O to O$^-$. With these values the valence term is $-0.025$ to $-0.017$ eV, the Madelung term cancels most or all of it, and the net O shift lies between about $-0.006$ and $+0.001$ eV. A small $D$ therefore does not exclude a valence change on O.

**Repulsion on Ti.** In paramagnetic mean field, an electron in one of six spin-orbitals meets the other five, each holding $x/6$. Its level rises by $\tfrac56Ux$. For a round $U=4$ eV the change is 0.133 eV. This belongs to $\Delta\mu$, which becomes 0.201 eV in mean field. At such low filling that is an overestimate, because two carriers avoid each other. For a pair at the band bottom, $U$ is replaced by $U/(1+Ug)$, where $g$ is the zone average of $1/(\varepsilon_{\mathbf k}+\varepsilon'_{\mathbf k})$ for their two bands. This is about 1 eV here, and the change is then near 0.04 eV. Repulsion also weakens the carriers' response to the hole, so $\Delta R$ changes too. Even an ideal common shift therefore measures the total $\Delta\mu$, not band filling alone.

## 8. Reading a real spectrum

La- and Nb-doped SrTiO$_3$ are real metals with carriers mainly in Ti $t_{2g}$ states. The material constants are rough, and the computed shifts are model results, not observations. For Nb doping, the linear estimate of the change in relaxation moves the threshold line by about 0.14 eV, twice the filling part. That line need not be the measured peak: $R$ is comparable to the plasmon energy, so the carrier satellites hold much of the weight and can merge with the line at ordinary resolution. The peak may then follow neither the threshold nor the centroid. For La doping, unequal potentials separate the O and Sr shifts by 0.23 eV if the carriers are spread evenly and the host is rigid; carriers gathered near the donors make the separation much smaller. Random Nb donors at $x=0.05$, with Thomas–Fermi screening, also spread the levels by standard deviations of about 0.11 eV at O and 0.05 eV at Sr. These widths are only a rough guide: Thomas–Fermi screening is too strong here, which makes them too small (the screening of Section 6 with the full $F$ gives about 0.21 and 0.10 eV), but the static response of the ions to the donors, which reduces them, is left out. The disorder broadens the lines unequally and can bias a peak position if the line shape changes.

A reading of $\Delta\mu$ from O and Sr levels, counted from the potential at these sites, is therefore sound when the shifts agree, independent evidence excludes valence changes on both sites, and either the relaxation is known to be constant or centroids include the satellites. To read the result as a change in the bulk, band bending must also be the same in the compared samples. The Ti level is unsuitable as a reference, because its valence term responds directly to the doped carriers.

The numerical output below gives further digits.

## Computed results

```
CLUSTER, 2 to 4 electrons; donor charge follows
hopping, U, K: 2.0, 8.0, 12.0 eV
columns: dmu, K dq, dV, -dR, direct total shift (eV)
anion        3.3662    0.0000   -3.6209   -0.1253   -0.3800
spectator    3.3662    0.0000   -2.9285    0.0004    0.4381
metal        3.3662   -3.9610   -0.1551   -1.4164   -2.1662
4 electrons: least gap (eV), 40-point error (eV), lowest-line weight
anion       3.40e-11   4.74e-03   3.77e-32
spectator   1.69e-01   6.18e-15   1.00e+00
metal       4.40e-11   6.37e-03   8.78e-33
SrTiO3 EXAMPLE, rough material parameters
lattice constant: 3.905 angstrom
strong, weak hopping: 0.280, 0.035 eV
electronic dielectric constant: 5.2
temperature: 300 K; kT: 0.0259 eV
carriers per cell: 0.01 to 0.05
carrier densities: 1.68e+20, 8.40e+20 cm^-3
mu from band bottom, low/high: 0.0038, 0.0719 eV
filling part of dmu at 300 K: 0.0681 eV
same at 30 K: 0.0533 eV
same, parabolic bands at 300 K: 0.0735 eV
LATTICE POTENTIALS, units e^2/a
self, edge: -2.83730, -0.09593
face, body: -0.58252, -0.80194
e^2/a: 3.6875 eV
La random-donor mean at Sr per x: -1.9819 e^2/a
La finite-crystal constant per x: 1.5708 e^2/a
La Madelung shifts, O/Sr: -0.0718, -0.3002 eV
La O-minus-Sr difference: 0.2284 eV
formal site potentials, O/Sr: 23.806, -19.865 eV
strain 0.1%: O/Sr shifts -0.0238, 0.0198 eV
CARRIER SCREENING, zero-temperature isotropic estimate
relaxation, low/high: 0.2755, 0.4132 eV
common relaxation change: 0.1377 eV
Thomas-Fermi relaxation: 0.7497, 0.9803 eV
Thomas-Fermi kappa: 0.5415, 0.7080 angstrom^-1
plasmon energy, low/high: 0.1880, 0.4204 eV
Nb threshold shift, filling minus dR: -0.0696 eV
Nb centroid shift, filling only: 0.0681 eV
OTHER EFFECTS
O 1s-2p coupling K, free atom ROHF: 30.072 eV
point-core value of K: 30.418 eV
carrier share on O: 10%
O valence term from share: -0.0401 eV
share Madelung terms, O/Sr: 0.0183, -0.0032 eV
share net O shift: -0.0218 eV
share O-minus-Sr: -0.0186 eV
Nb disorder widths, O/Sr: 0.1113, 0.0463 eV
on-site U: 4.0 eV; its part of dmu: 0.1333 eV
```
